# Vernier Design of Two Ring Filters and Separation of Their Partial Resonances: a numerical check

```python
"""Vernier design of two add-drop rings in cascade (no feedback).

Result under test: rings with orders p1, p2 at a common resonance nu0 have
  Vernier range F_V = F0/gcd(p1,p2), F0 = nu0*n0/ng,
  smallest nonzero line separation delta = F0/lcm(p1,p2),
and delta exceeds both loaded linewidths if finesse1 > m2 and finesse2 > m1,
where p_i = s*m_i with m1, m2 coprime.
Symbols: n0 effective index, ng group index, L circumference (um),
K power coupling of each coupler, a round-trip field amplitude, r = (1-K)*a.
Detunings x are measured from nu0 in THz; beta2 is in ps^2/m.
"""
import math
import numpy as np
from scipy.constants import c
from scipy.optimize import brentq

C = c * 1e-6                    # speed of light in um*THz
wavelength, n0, ng = 1.55, 2.4, 4.2
target, min_radius = 5.0, 15.0  # THz, um
K, loss_db_cm, beta2 = 0.1, 3.0, 2.0
nu0 = C / wavelength
F0 = nu0 * n0 / ng


def order(x, L, gvd=0.0):
    """Round-trip phase divided by 2*pi."""
    return L * ((n0 * nu0 + ng * x) / C + math.pi * gvd * 1e-6 * x**2)


def search(p1, p2, gvd=0.0):
    """Find next coincidence and smallest nonzero gap from resonance roots."""
    common = math.gcd(p1, p2)
    span = 2.5 * F0 / common
    sets = []
    for p in (p1, p2):
        L = p * wavelength / n0
        sets.append(np.array([
            brentq(lambda x: order(x, L, gvd) - p - k, -span, span, xtol=1e-14)
            for k in range(-1, p // common + 2)]))
    gaps = np.abs(sets[0][:, None] - sets[1][None, :])
    rows = np.where(gaps.min(axis=1) < 1e-8)[0]
    shared = sets[0][rows]
    return shared[shared > 1e-6].min(), gaps[gaps > 1e-8].min()


def amplitude(L):
    return 10 ** (-loss_db_cm * L * 1e-4 / 20)


def drop(x, L, coupling=K):
    """Drop power from the linear field equations of both couplers."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    t, kappa = math.sqrt(1 - coupling), math.sqrt(coupling)
    half = math.sqrt(amplitude(L)) * np.exp(1j * math.pi * order(x, L))
    A = np.zeros((x.size, 4, 4), dtype=complex)
    A[:, range(4), range(4)] = 1
    A[:, 0, 3] = -t
    A[:, 1, 0] = -half
    A[:, 2, 1] = -t
    A[:, 3, 2] = -half
    b = np.zeros((x.size, 4, 1), dtype=complex)
    b[:, 0, 0] = 1j * kappa
    fields = np.linalg.solve(A, b)[:, :, 0]
    return np.abs(1j * kappa * fields[:, 1]) ** 2


def width_formula(L, coupling=K):
    r = (1 - coupling) * amplitude(L)
    return 2 * C / (ng * L) / math.pi * math.asin((1 - r) / (2 * math.sqrt(r)))


def width_measured(L, coupling=K):
    top = drop(0.0, L, coupling)[0]
    edge = brentq(lambda x: drop(x, L, coupling)[0] - top / 2,
                  0, C / (2 * ng * L), xtol=1e-13)
    return 2 * edge


def side_peak(L1, L2, FV, delta):
    """Strongest unwanted peak, its detuning, and number of local maxima."""
    F1, F2 = C / (ng * L1), C / (ng * L2)
    x = np.linspace(F2 / 2, FV / 2, 20001)
    T = drop(x, L1) * drop(x, L2)
    T = T / (drop(0.0, L1)[0] * drop(0.0, L2)[0])
    near = T[(x > F2 - delta / 2) & (x < F1 + delta / 2)]
    inner = near[1:-1]
    count = int(np.sum((inner > near[:-2]) & (inner > near[2:])))
    return T.max(), x[T.argmax()], count


def db(value):
    return 10 * math.log10(value)


# Design from the prescribed range and the smallest bend radius
s = math.floor(F0 / target)
unit_length = s * wavelength / n0
m1 = math.ceil(2 * math.pi * min_radius / unit_length)
m2 = m1 + 1
L1, L2 = m1 * unit_length, m2 * unit_length
F1, F2 = C / (ng * L1), C / (ng * L2)
FV = F0 / s
delta = FV / (m1 * m2)
assert FV >= target and F0 / (s + 1) < target

# Coincidences and gaps from roots, including a pair with a common factor
for i, j in ((m1, m2), (7, 9), (5, 8), (6, 8)):
    p, q = s * i, s * j
    found_range, found_gap = search(p, q)
    assert abs(found_range - F0 / math.gcd(p, q)) < 1e-9
    assert abs(found_gap - F0 * math.gcd(p, q) / (p * q)) < 1e-9

# The familiar difference formula fails for nonconsecutive integers
Fa, Fb = FV / 7, FV / 9
difference_formula = Fa * Fb / (Fa - Fb)
range_79 = search(7 * s, 9 * s)[0]
assert abs(range_79 / difference_formula - 2) < 1e-8

# Enumerate coprime pairs: the consecutive smallest pair has the largest gap
best = (0.0, 0, 0)
for i in range(m1, 21):
    for j in range(i + 1, 22):
        if math.gcd(i, j) == 1:
            g = np.abs(np.arange(i + 1)[:, None] / i
                       - np.arange(j + 1)[None, :] / j)
            best = max(best, (g[g > 1e-10].min(), i, j))
assert best[1:] == (m1, m2)

# Drop formula and loaded widths against the field equations
for L in (L1, L2):
    a = amplitude(L)
    r = (1 - K) * a
    x = np.linspace(-0.4, 0.4, 101)
    airy = K**2 * a / ((1 - r)**2 + 4 * r * np.sin(math.pi * order(x, L))**2)
    assert np.allclose(airy, drop(x, L), rtol=1e-8)
    assert abs(width_formula(L) / width_measured(L) - 1) < 1e-7
g1, g2 = width_measured(L1), width_measured(L2)
fin1, fin2 = F1 / g1, F2 / g2
found_delta = search(s * m1, s * m2)[1]
assert found_delta > max(g1, g2)
assert fin1 > m2 and fin2 > m1

# Largest coupling at which each width equals the separation
limits = []
for L, other in ((L1, m2), (L2, m1)):
    sine = math.sin(math.pi / (2 * other))
    r_limit = (math.sqrt(1 + sine**2) - sine) ** 2
    limits.append(1 - r_limit / amplitude(L))
    assert abs(width_measured(L, limits[-1]) / found_delta - 1) < 1e-7
K_limit = min(limits)

# Lorentzian product bound, and its attainment for equal widths
rng = np.random.default_rng(4)
for trial in range(30):
    h1, h2 = rng.uniform(0.05, 0.8, 2)
    x = np.linspace(-1, 2, 30001)
    product = 1 / ((1 + (x / h1)**2) * (1 + ((1 - x) / h2)**2))
    assert product.max() <= max(h1, h2)**2 * (1 + 1e-10)
    if h1 <= 0.5:
        equal = 1 / ((1 + (x / h1)**2) * (1 + ((1 - x) / h1)**2))
        # finite grid spacing limits the location of the maximum
        assert abs(equal.max() / h1**2 - 1) < 1e-5

# Full periodic response: resolved design and unresolved contrast
peak, peak_x, count = side_peak(L1, L2, FV, delta)
bound = (max(g1, g2) / (2 * delta)) ** 2
# sine response differs from a Lorentzian by several percent at this detuning
assert abs(peak / bound - 1) < 0.08
assert count == 2
n1, n2 = 30, 31
B1, B2 = n1 * unit_length, n2 * unit_length
bad_range, bad_delta = search(s * n1, s * n2)
bad_g1, bad_g2 = width_measured(B1), width_measured(B2)
bad_peak, bad_x, bad_count = side_peak(B1, B2, FV, bad_delta)
assert abs(bad_range - FV) < 1e-9
assert bad_delta < min(bad_g1, bad_g2)
assert bad_count == 1 and bad_peak > 0.25

# Dispersion: coincidence survives exactly, its frequency spacing changes
disp_range, disp_gap = search(s * m1, s * m2, beta2)
beta1 = ng / C * 1e6            # ps/m
relative = -beta2 * 2 * math.pi * FV / (2 * beta1)
# omitted second-order term is about 2*relative**2
assert abs(disp_range / FV - 1 - relative) < 4 * relative**2
assert disp_gap > max(g1, g2) and disp_range > target

insertion = drop(0.0, L1)[0] * drop(0.0, L2)[0]
range_nm = 1000 * (wavelength - C / (nu0 + FV))
print(f"input wavelength = {wavelength:.2f} um")
print(f"input effective index = {n0:.1f}, group index = {ng:.1f}")
print(f"input target Vernier range = {1000*target:.0f} GHz")
print(f"input minimum radius = {min_radius:.0f} um")
print(f"input power coupling K = {K:.2f}")
print(f"input loss = {loss_db_cm:.1f} dB/cm")
print(f"input beta2 = {beta2:.1f} ps^2/m")
print(f"centre frequency nu0 = {nu0:.3f} THz")
print(f"F0 = {1000*F0:.1f} GHz; F0/target = {F0/target:.3f}")
print(f"integer s = {s}; unit length = {unit_length:.4f} um")
print(f"least m1 before rounding = {2*math.pi*min_radius/unit_length:.3f}")
print(f"integers m1, m2 = {m1}, {m2}")
print(f"orders p1, p2 = {s*m1}, {s*m2}")
print(f"circumferences L1, L2 = {L1:.3f}, {L2:.3f} um")
print(f"radii R1, R2 = {L1/(2*math.pi):.3f}, {L2/(2*math.pi):.3f} um")
print(f"line spacings F1, F2 = {1000*F1:.2f}, {1000*F2:.2f} GHz")
print(f"Vernier range = {1000*FV:.2f} GHz")
print(f"Vernier range to shorter wavelength = {range_nm:.2f} nm")
print(f"smallest separation delta = {1000*found_delta:.3f} GHz")
print(f"round-trip amplitudes a1, a2 = {amplitude(L1):.6f}, {amplitude(L2):.6f}")
print(f"r1, r2 = {(1-K)*amplitude(L1):.6f}, {(1-K)*amplitude(L2):.6f}")
print(f"loaded widths 1, 2 = {1000*g1:.3f}, {1000*g2:.3f} GHz")
print(f"finesses 1, 2 = {fin1:.3f}, {fin2:.3f}")
print(f"delta / larger width = {found_delta/max(g1,g2):.3f}")
print(f"coupling limits ring 1, 2 = {limits[0]:.4f}, {limits[1]:.4f}")
print(f"largest allowed common coupling = {K_limit:.4f}")
print(f"common peak transmission = {insertion:.4f} ({db(insertion):.3f} dB)")
print(f"unwanted peak / common peak = {peak:.5f} ({db(peak):.2f} dB)")
print(f"Lorentzian bound = {bound:.5f} ({db(bound):.2f} dB)")
print(f"unwanted peak detuning = {1000*peak_x:.1f} GHz")
print(f"maxima at nearest pair = {count}")
print(f"contrast integers = {n1}, {n2}")
print(f"contrast radii = {B1/(2*math.pi):.2f}, {B2/(2*math.pi):.2f} um")
print(f"contrast separation = {1000*bad_delta:.3f} GHz")
print(f"contrast widths = {1000*bad_g1:.3f}, {1000*bad_g2:.3f} GHz")
print(f"contrast finesses = {FV/n1/bad_g1:.3f}, {FV/n2/bad_g2:.3f}")
print(f"contrast unwanted peak = {bad_peak:.4f} ({db(bad_peak):.2f} dB)")
print(f"contrast maxima at nearest pair = {bad_count}")
print(f"7,9 pair: difference formula = {1000*difference_formula:.2f} GHz")
print(f"7,9 pair: true Vernier range = {1000*range_79:.2f} GHz")
print(f"upper Vernier range with beta2 = {1000*disp_range:.2f} GHz")
print(f"first-order relative dispersion shift = {100*relative:.4f} percent")
print(f"smallest separation with beta2 = {1000*disp_gap:.3f} GHz")
print("no test failed")
```

Printed output:

```
input wavelength = 1.55 um
input effective index = 2.4, group index = 4.2
input target Vernier range = 5000 GHz
input minimum radius = 15 um
input power coupling K = 0.10
input loss = 3.0 dB/cm
input beta2 = 2.0 ps^2/m
centre frequency nu0 = 193.414 THz
F0 = 110522.6 GHz; F0/target = 22.105
integer s = 22; unit length = 14.2083 um
least m1 before rounding = 6.633
integers m1, m2 = 7, 8
orders p1, p2 = 154, 176
circumferences L1, L2 = 99.458, 113.667 um
radii R1, R2 = 15.829, 18.091 um
line spacings F1, F2 = 717.68, 627.97 GHz
Vernier range = 5023.75 GHz
Vernier range to shorter wavelength = 39.24 nm
smallest separation delta = 89.710 GHz
round-trip amplitudes a1, a2 = 0.996571, 0.996082
r1, r2 = 0.896914, 0.896474
loaded widths 1, 2 = 24.878, 21.867 GHz
finesses 1, 2 = 28.848, 28.718
delta / larger width = 3.606
coupling limits ring 1, 2 = 0.3191, 0.3544
largest allowed common coupling = 0.3191
common peak transmission = 0.8716 (-0.597 dB)
unwanted peak / common peak = 0.02009 (-16.97 dB)
Lorentzian bound = 0.01923 (-17.16 dB)
unwanted peak detuning = 629.3 GHz
maxima at nearest pair = 2
contrast integers = 30, 31
contrast radii = 67.84, 70.10 um
contrast separation = 5.402 GHz
contrast widths = 6.409, 6.227 GHz
contrast finesses = 26.130, 26.024
contrast unwanted peak = 0.3340 (-4.76 dB)
contrast maxima at nearest pair = 1
7,9 pair: difference formula = 2511.88 GHz
7,9 pair: true Vernier range = 5023.75 GHz
upper Vernier range with beta2 = 5012.48 GHz
first-order relative dispersion shift = -0.2253 percent
smallest separation with beta2 = 89.255 GHz
no test failed
```
